\section*{Rebuilding the real part of a host Green function with an energy cutoff}

\section{Problem}

An impurity is to be embedded in a periodic host. The imaginary part of the host Green function is known up to a cutoff energy $E_c$. Its real part is needed.

The host is a one-dimensional muffin-tin chain: square wells of depth $V_0=5$ eV and half-width $s=1$ \AA, with centres $a=3$ \AA\ apart. The potential between the wells is zero. These are round model parameters. The impurity adds $U\delta(x)$ at one well centre, with $U=-17.73$ eV\,\AA. The second gap of the host runs from $12.64$ to $14.24$ eV.

(a) With $E_c=200$ eV, where in this gap is the impurity level?

(b) How does the cutoff error depend on $E_c$, and how much of it is removed by subtracting the free-electron function?

(c) What changes for a function between neighbouring sites, and for an on-site function in three dimensions?

The algebra uses Hartree atomic units, with $H=-\tfrac12\nabla^2+V$ and
\begin{equation}
G(E)=(E-H+i0)^{-1}.
\end{equation}
In one dimension, $G_n(E)$ denotes $G(0,na;E)$, taken between well centres $n$ cells apart.

\section{A tempting solution}

The eigenfunctions can be chosen so that, after summing degenerate states, $\sum_j\psi_j(x)\psi_j^*(x')$ is real, because $H$ is real. The identity $1/(y+i0)=P(1/y)-i\pi\delta(y)$, applied to the spectral sum for $G$, then gives
\begin{equation}
\rho=-\frac1\pi\,\mathrm{Im}\,G,\qquad
\mathrm{Re}\,G(E)=P\!\int\!\frac{\rho(E')}{E-E'}\,dE' .
\label{kk}
\end{equation}
For the impurity, the Dyson equation at its site reads $\tilde G=G_0+G_0U\tilde G$, so $\tilde G=G_0/(1-UG_0)$. In a gap $G_0$ is real, and a level lies where
\begin{equation}
1=U\,G_0(E).
\label{level}
\end{equation}

Now the tempting step. States above 200 eV lie more than 185 eV from the gap, and the denominator in (\ref{kk}) suppresses them. One expects an error in $G_0$, relative to $|G_0|$, of order $E/E_c\approx7\%$ at most, and cuts the integral at $E_c$. At mid-gap, 13.44 eV, this gives $G_0=-0.0447$ (eV\,\AA)$^{-1}$. Solving (\ref{level}) with the truncated function puts the level at $13.59$ eV.

\section{Where it fails}

The denominator does suppress each distant state, but there are many of them. Their total contribution is found from the missing part of (\ref{kk}). The truncated integral minus the complete one is
\begin{equation}
\Delta(E)=-\int_{E_c}^{\infty}\frac{\rho(E')}{E-E'}dE'
=\int_{E_c}^{\infty}\frac{\rho(E')}{E'-E}dE' .
\label{tail}
\end{equation}
On-site, $\rho\ge0$, so every missing state contributes with the same sign.

At high energy the host density approaches the free one, except in the gaps and near their edges, which take up a shrinking share of the energy axis. The free function satisfies $(E+\tfrac12\partial_x^2)G^0=\delta(x)$, so its slope jumps by 2 at the origin. The outgoing solution with this jump is
\begin{equation}
G^0(x)=-\frac{i}{k}e^{ik|x|},\qquad k=\sqrt{2E},\qquad
\rho^0_0=\frac1{\pi k}.
\label{free}
\end{equation}
Put $E'=p^2/2$ and $k_c=\sqrt{2E_c}$. Then $dE'=p\,dp$ and $E'-E=(p^2-k^2)/2$, and for $0<E<E_c$
\begin{align}
\Delta^0_0&=\frac2\pi\int_{k_c}^{\infty}\frac{dp}{p^2-k^2}
=\frac1{\pi k}\ln\frac{k_c+k}{k_c-k}\nonumber\\
&\simeq\frac{2}{\pi k_c}\left(1+\frac{E}{3E_c}\right).
\label{freetail}
\end{align}
The last form uses $\ln[(1+y)/(1-y)]=2y+2y^3/3+\dots$ with $y=k/k_c$. The error falls only as $E_c^{-1/2}$. Relative to the free on-site size $|G^0(0)|=1/k$ it is about $2k/(\pi k_c)=(2/\pi)\sqrt{E/E_c}$. The estimate $E/E_c$ has the wrong power and is too small when $E\ll E_c$.

For $E_c=200$ eV, $k_c=\sqrt{400/27.21}=3.834$ and $2/(\pi k_c)=0.1660$. One atomic unit of $G$ in one dimension is $1/(27.21\times0.5292)=0.06945$ (eV\,\AA)$^{-1}$, so the error is about $0.0115$ (eV\,\AA)$^{-1}$. The factor in brackets raises it to $0.0118$ at mid-gap. The exact mid-gap value is $-0.0564$: the truncated function is wrong by $21\%$.

Raising the cutoff is a poor remedy. At 6 eV, inside the second band, the on-site errors for cutoffs of 200, 400 and 800 eV are $11.6$, $8.2$ and $5.8$ in units of $10^{-3}$ (eV\,\AA)$^{-1}$. Each doubling gains a factor $\sqrt2$.

\section{The right solution}

\subsection{Subtract the free function}

The real part of $G^0$ is known in closed form. Transform only the difference of the densities and add $\mathrm{Re}\,G^0$ afterwards:
\begin{equation}
\mathrm{Re}\,G(E)\approx \mathrm{Re}\,G^0(E)
+P\!\int^{E_c}\!\frac{\rho-\rho^0}{E-E'}\,dE' .
\label{sub}
\end{equation}
Each density is integrated from the bottom of its own spectrum. The truncated transform of $\rho^0$ equals $\mathrm{Re}\,G^0+\Delta^0$, by the definition of $\Delta^0$. The right side of (\ref{sub}) is therefore the truncated host integral minus $\Delta^0$, and its error is
\begin{equation}
\Delta-\Delta^0=\int_{E_c}^{\infty}\frac{\rho-\rho^0}{E'-E}\,dE'.
\label{rest}
\end{equation}
Subtraction supplies a free-electron tail in place of the missing host tail. What remains is the difference of the two tails.

\subsection{The host function}

To measure the error we need the exact $G_n$. Let $C$ and $S$ solve the Schr\"odinger equation with $C(0)=1$, $C'(0)=0$, $S(0)=0$, $S'(0)=1$. Their Wronskian is $CS'-C'S=1$, so the matrix carrying $(\psi,\psi')$ across a cell has determinant 1. Its eigenvalues are $e^{\pm iqa}$, with $2\cos qa=C(a)+S'(a)$. Choose $\mathrm{Im}\,q>0$ for $E+i0$.

The Bloch solutions decaying to the right and left are $\psi_\pm=C+m_\pm S$. The condition $\psi_\pm(a)=e^{\pm iqa}$ gives $m_\pm=[e^{\pm iqa}-C(a)]/S(a)$. Write $G(x,0)=A\psi_+(x)$ for $x>0$ and $A\psi_-(x)$ for $x<0$. The slope jump requires $A(m_+-m_-)=2$, or $A=S(a)/(i\sin qa)$. Hence for $n\ge0$
\begin{equation}
G_n=\frac{S(a)\,e^{iqna}}{i\sin qa}.
\label{host}
\end{equation}
In a band $q$ is real. Then $\mathrm{Re}\,G_0=0$ and $\mathrm{Re}\,G_1=S(a)$. In a gap $e^{iqa}$ is real, so $i\sin qa=(e^{iqa}-e^{-iqa})/2$ and $G_n$ are real. The vanishing of $\mathrm{Re}\,G_0$ in the bands means that whatever the truncated integral gives there is error.

The wells are symmetric, so half a cell suffices. Let $c,c',o,o'$ be the values and slopes of $C$ (even) and $S$ (odd) at $x=a/2$. The potential is also symmetric about $a/2$, so beyond that point $S(x)=\alpha C(a-x)+\beta S(a-x)$. Matching at $a/2$ gives $o=\alpha c+\beta o$ and $o'=-\alpha c'-\beta o'$. Multiply the first by $o'$, the second by $o$, and add: $2oo'=\alpha(co'-c'o)=\alpha$. At $x=a$ this is $S(a)=2oo'$.

Multiplying instead by $c'$ and $c$ gives $\beta=-(co'+c'o)$, so $S'(a)=-\beta=co'+c'o$. The same matching for $C$ gives $C(a)=co'+c'o$ and $C'(a)=2cc'$. Therefore $\cos qa=C(a)$, and the Wronskian gives $\sin^2qa=1-C(a)^2=-S(a)C'(a)$. Since $\rho_0$ is positive,
\begin{equation}
\rho_0=\frac1\pi\left|\frac{S(a)}{\sin qa}\right|
=\frac1\pi\sqrt{-\frac{oo'}{cc'}},\qquad
\rho_1=\rho_0\cos qa .
\label{rho}
\end{equation}

For the square well let $K=\sqrt{2(E+V_0)}$ and $d=a/2-s$. At $x=s$ the even solution has value $\cos Ks$ and slope $-K\sin Ks$; the odd one has $K^{-1}\sin Ks$ and $\cos Ks$. A value $f$ and slope $f'$ at $s$ become, at $a/2$,
\begin{equation}
f\cos kd+\frac{f'}k\sin kd,\qquad -kf\sin kd+f'\cos kd .
\end{equation}
For $E<0$, $k$ is imaginary but these expressions stay real. The zeros of $c,c',o,o'$ are the band edges.

\subsection{The principal value}

By (\ref{rho}) the density can diverge at a band edge as an inverse square root. In a band from $E_1$ to $E_1+W$ set $E'=E_1+W\sin^2(\theta/2)$. Then $dE'=\tfrac W2\sin\theta\,d\theta$, and $h(\theta)=\rho\,dE'/d\theta$ is finite.

If $E$ lies in this band at $\theta=\theta_E$, then $E-E'=\tfrac W2(\cos\theta-\cos\theta_E)$. With $t=\tan(\theta/2)$ and $\tau=\tan(\theta_E/2)$,
\begin{align}
P\!\int_0^\pi\!\frac{d\theta}{\cos\theta-\cos\theta_E}
&=(1+\tau^2)\,P\!\int_0^\infty\!\frac{dt}{\tau^2-t^2}\nonumber\\
&=\frac{1+\tau^2}{2\tau}\left[\ln\left|\frac{\tau+t}{\tau-t}\right|\right]_0^\infty=0 .
\end{align}
The logarithm vanishes at both ends, and its values on the two sides of the pole cancel. So $h(\theta)$ may be replaced by $h(\theta)-h(\theta_E)$ in a complete band, and the integrand becomes regular.

\subsection{Answer to (a)}

At mid-gap the truncated integral is $-0.04466$ and the subtracted one $-0.05646$, against the exact $-0.05639$ (eV\,\AA)$^{-1}$. The relative error has fallen from $21\%$ to $0.12\%$.

With the subtracted function, (\ref{level}) gives a level at $13.44$ eV. The strength $U$ was in fact chosen as the inverse of the exact mid-gap $G_0$, so the true level is the gap centre, $13.441$ eV. The truncated function puts it 151 meV too high, nearly a tenth of the 1.59 eV gap. The subtracted function puts it 1.0 meV too low.

The signs follow from (\ref{kk}). In a gap
\begin{equation}
\frac{dG_0}{dE}=-\int\frac{\rho_0}{(E-E')^2}\,dE'<0 ,
\end{equation}
so a $G_0$ that is too large reaches the value $1/U$ at too high an energy.

\subsection{Answer to (b): the on-site error}

At high energy, away from gaps, treat $V$ to first order: $G-G^0\approx G^0VG^0$. By (\ref{free}), the on-site correction is
\begin{equation}
\delta G_0=-\frac1{k^2}\int V(x)\,e^{2ik|x|}dx .
\end{equation}
The well at the origin contributes
\begin{equation}
\frac{2V_0}{k^2}\int_0^s e^{2ikx}dx
=\frac{V_0}{k^3}\,\frac{e^{2iks}-1}{i},
\end{equation}
with imaginary part $V_0(1-\cos2ks)/k^3$. The wells at $\pm ma$ together contribute $(2V_0/k^3)\sin(2ks)\,e^{2ikma}$, which only oscillates with $k$. The sum of $e^{2ikma}$ over $m$ diverges at $ka=\pi,2\pi,\dots$. Near these points a gap opens and first order fails. At $ka=3\pi,6\pi,\dots$ the factor $\sin 2ks$ vanishes for $a=3s$, so those gaps are absent in first order only. A gap closes completely when the cell matrix is $\pm1$, which for $K\neq k$ needs $\sin2Ks$ and $\sin2kd$ to vanish at the same energy. With $2d=s$ this means $2Ks=j\pi$ and $ks=l\pi$, so $j^2-4l^2=8V_0s^2/\pi^2\approx0.53$, which no integers satisfy. With $v=-V_0$ the potential at the site, the part that does not oscillate is
\begin{equation}
\rho_0-\rho_0^0\simeq\frac{v}{\pi k^3}.
\label{drho}
\end{equation}
For $E\ll E_c$, replace $E'-E$ in (\ref{rest}) by $p^2/2$:
\begin{equation}
\Delta_0-\Delta_0^0\simeq\frac{2v}{\pi}\int_{k_c}^\infty\frac{dp}{p^4}
=\frac{2v}{3\pi k_c^3}.
\label{law}
\end{equation}
Dividing by $2/(\pi k_c)$ gives the fraction of the error that survives, $|v|/(3k_c^2)=|v|/(6E_c)$. Integrating an oscillating term over $p$ brings a further factor $1/k_c$, so away from gaps those terms are of order $k_c^{-4}$.

Equation (\ref{law}) is thus a law for the average over cutoffs. Averaged over a window from 670 to 1017 eV, the computed error is $1.003$ times the law. A single cutoff can deviate. At 800 eV and $E=6$ eV the surviving fraction is $5.46\times10^{-6}/5.78\times10^{-3}=0.095\%$, close to $5/4800=0.104\%$. At 200 eV it is $0.59\%$, where the law gives $0.42\%$. At 100 and 200 eV the subtracted error is almost the same, $-7.0$ and $-6.9$ in units of $10^{-5}$ (eV\,\AA)$^{-1}$, where the law gives $-13.6$ and $-4.8$. It is not constant in between: it is $-8.9$ at 120 eV and $-6.1$ at 180 eV.

The energy zero of the free function is still at our disposal. If it is moved to $u$, the free density becomes
\begin{equation}
\frac{1}{\pi\sqrt{2(E-u)}}\simeq\frac1{\pi k}+\frac{u}{\pi k^3},
\end{equation}
and $v$ in (\ref{law}) is replaced by $v-u$. The choice $u=v$ removes the leading average error. Over the same window the root-mean-square error is $5.7\times10^{-3}$ without subtraction, $6.0\times10^{-6}$ with $u=0$, and $6.3\times10^{-7}$ (eV\,\AA)$^{-1}$ with $u=v=-5$ eV.

\subsection{Answer to (c): neighbouring sites}

For $n=1$ the free density is $\rho_1^0=\cos(ka)/(\pi k)$. Its sign alternates, so the missing states largely cancel. In partial fractions the tail is
\begin{equation}
\Delta_1^0=\frac1{\pi k}\int_{k_c}^\infty\!\cos(pa)
\left[\frac1{p-k}-\frac1{p+k}\right]dp .
\end{equation}
Shift $p$ by $\pm k$, expand the cosine of the sum or difference, and use $\mathrm{Ci}(x)=-\int_x^\infty\cos t\,dt/t$ and $\tfrac\pi2-\mathrm{Si}(x)=\int_x^\infty\sin t\,dt/t$. With $x_\pm=(k_c\pm k)a$,
\begin{align}
\Delta_1^0=\frac1{\pi k}\big\{&\cos ka\,[\mathrm{Ci}(x_+)-\mathrm{Ci}(x_-)]\nonumber\\
&-\sin ka\,[\pi-\mathrm{Si}(x_+)-\mathrm{Si}(x_-)]\big\}.
\end{align}
For $k\ll k_c$ and $k_ca\gg1$, one integration by parts of $(2/\pi)\int\cos(pa)\,dp/p^2$ gives
\begin{equation}
\Delta_1^0\simeq-\frac{2\sin k_ca}{\pi a k_c^2}.
\label{ntail}
\end{equation}

The remainder after subtraction comes from $\delta G_1=-k^{-2}\int V(x)e^{ik(|x|+|x-a|)}dx$. Between the sites the exponent is constant, $ika$, and the integral is $\bar v a\,e^{ika}$, where $\bar v=-2V_0s/a=-3.33$ eV is the cell average of $V$. Outside this interval the integrand oscillates, which costs a factor $1/k$. To leading order, then,
\begin{align}
\rho_1-\rho_1^0&\simeq\frac{\bar v a\sin ka}{\pi k^2},\nonumber\\
\Delta_1-\Delta_1^0&\simeq\frac{2\bar v a}{\pi}\int_{k_c}^\infty\frac{\sin pa}{p^3}dp
\simeq\frac{2\bar v\cos k_ca}{\pi k_c^3}.
\label{nlaw}
\end{align}
The fitted amplitude of this cosine over the window is $1.002$ times the predicted one. Comparing amplitudes, subtraction leaves a fraction $|\bar v|a/k_c$, which falls more slowly with $E_c$ than the on-site $|v|/(6E_c)$.

At one particular cutoff subtraction can even do harm. At 200 eV and $E=6$ eV the error is $-0.8\times10^{-4}$ before subtraction and $+1.1\times10^{-4}$ (eV\,\AA)$^{-1}$ after it. Here $k_ca=3.834\times5.669=21.7$, so $\sin k_ca\approx0.25$ and $\cos k_ca\approx-0.97$: the free tail has only about a third of its amplitude while the remainder is near its largest size. The two have opposite signs and partly cancel in the unsubtracted result.

Moving the zero to $u$ changes $k$ to about $k-u/k$, and $\cos(ka-ua/k)\simeq\cos ka+(ua/k)\sin ka$. So $\bar v$ in (\ref{nlaw}) becomes $\bar v-u$, and the best zero is now $u=\bar v$, the mean potential along the path. Over the window the root-mean-square error is $9.0\times10^{-5}$ without subtraction, $8.5\times10^{-6}$ with $u=0$, $4.2\times10^{-6}$ with $u=v$, and $3.6\times10^{-7}$ (eV\,\AA)$^{-1}$ with $u=\bar v$.

\subsection{Answer to (c): on-site in three dimensions}

The free function is now $G^0=-e^{ikR}/(2\pi R)$, whose imaginary part at $R=0$ is $-k/(2\pi)$. Hence $\rho^0=k/(2\pi^2)$ grows with energy, and
\begin{align}
P\!\int_0^{E_c}\!\frac{\rho^0}{E-E'}dE'
&=-\frac1{\pi^2}\,P\!\int_0^{k_c}\!\frac{p^2\,dp}{p^2-k^2}\nonumber\\
&=-\frac1{\pi^2}\left[k_c-\frac k2\ln\frac{k_c+k}{k_c-k}\right].
\end{align}
This diverges with the cutoff, as it must, since $\mathrm{Re}\,G^0\to-\infty$ when $R\to0$. Relation (\ref{kk}) does not hold for $G$ on-site; it can be used for $G-G^0$, which is finite when the potential is bounded near the site. At a Coulomb centre $-Z/r$ it is not: the first-order integral $\int V(G^0)^2d^3r$ diverges logarithmically as $r\to0$, $\rho-\rho^0$ tends to the constant $Z/(2\pi)$, and the subtracted integral still grows in size as $(Z/\pi)\ln k_c$.

A single spherical well of the same depth and radius $s$ shows what is left. From its centre only the $s$ wave is excited: $G(r,0)=-f(r)/(2\pi r)$, with $f$ the outgoing radial solution and $f(0)=1$. Near the origin $f\simeq1+mr$, while the free solution has $m=ik$, so
\begin{equation}
G-G^0=-\frac{m-ik}{2\pi}.
\end{equation}
Inside the well $f=\cos Kr+(m/K)\sin Kr$. Setting $f'=ikf$ at $r=s$ and solving for $m$ gives
\begin{equation}
m=K\,\frac{K\sin Ks+ik\cos Ks}{K\cos Ks-ik\sin Ks}.
\end{equation}
An $s$ bound state would add a pole below zero energy, to be included in the transform. It requires $\sqrt{2V_0}\,s>\pi/2$; here the value is $1.15$, and there is none.

To first order,
\begin{equation}
G-G^0\approx\int V(G^0)^2d^3r=-\frac{V_0}{\pi}\int_0^s e^{2ikr}dr ,
\end{equation}
so $\rho-\rho^0\simeq V_0(1-\cos2ks)/(2\pi^2k)$. The part that does not oscillate leaves the error
\begin{equation}
\frac{V_0}{\pi^2}\int_{k_c}^\infty\frac{dp}{p^2}=\frac{V_0}{\pi^2k_c}.
\label{law3}
\end{equation}

At $E=6$ eV the unsubtracted integral is $-0.187$ at 800 eV and $-0.381$ (eV\,\AA$^3$)$^{-1}$ at 3200 eV: doubling $k_c$ about doubles it. The subtracted error is $5.9\times10^{-4}$ and then $3.1\times10^{-4}$, in agreement with (\ref{law3}). The exact $\mathrm{Re}(G-G^0)$ is only $3.7\times10^{-3}$, so these errors are still $16\%$ and $8\%$ of it. For a bounded potential in three dimensions subtraction makes the on-site integral converge, but as slowly as the unsubtracted one does in one dimension. Adding the correction $-V_0/(\pi^2k_c)$ to the result removes the leading term.

The error laws were derived for $E\ll E_c$ and a cutoff high enough for first-order scattering. They concern the missing tail alone: an error in the density below $E_c$ passes into the real part whatever is subtracted. The numerical check checks the host function against a plane-wave calculation and tests these laws numerically.

\section*{Computed values}
\begin{verbatim}
well depth 5.00 eV, half-width 1.00 A
lattice constant 3.00 A, cell-mean V -3.3333 eV
band 1: -3.5603 to -0.5522 eV
band 2: 2.0840 to 12.6445 eV
band 3: 14.2376 to 34.2320 eV
band test energy 6.000 eV
exact Re G_0 -0.000000 /(eV A)
Im G_0 -0.057861 /(eV A)
exact Re G_1 -0.057794 /(eV A)
Im G_1 0.002774 /(eV A)
errors = reconstructed minus exact, 1/(eV A), free zero = 0
Ec 100 eV, n=0: raw 1.658e-02, subtracted -7.000e-05
Ec 100 eV, n=1: raw -2.784e-04, subtracted 2.259e-04
Ec 200 eV, n=0: raw 1.158e-02, subtracted -6.863e-05
Ec 200 eV, n=1: raw -7.969e-05, subtracted 1.056e-04
Ec 400 eV, n=0: raw 8.176e-03, subtracted -1.921e-05
Ec 400 eV, n=1: raw 1.543e-04, subtracted -2.701e-05
Ec 800 eV, n=0: raw 5.775e-03, subtracted -5.463e-06
Ec 800 eV, n=1: raw 5.996e-05, subtracted -1.053e-05
cutoff window 670.0 to 1016.9 eV
rms error n=0, free zero none: 5.686e-03 /(eV A)
rms error n=0, free zero 0: 6.010e-06 /(eV A)
rms error n=0, free zero local: 6.252e-07 /(eV A)
rms error n=0, free zero mean: 2.148e-06 /(eV A)
rms error n=1, free zero none: 9.033e-05 /(eV A)
rms error n=1, free zero 0: 8.546e-06 /(eV A)
rms error n=1, free zero local: 4.249e-06 /(eV A)
rms error n=1, free zero mean: 3.618e-07 /(eV A)
on-site error / law, cutoff average: 1.0031
neighbour amplitude / law: 1.0022
gap 2: width 1.5932 eV, middle 13.4411 eV
mid-gap G_0 exact -0.056387 /(eV A)
at Ec 200 eV: raw -0.044657, subtracted -0.056457
impurity strength -17.7347 eV A
level: exact 13.4411, raw 13.5923 eV
level subtracted 13.4400 eV
level shifts: raw 151.23 meV, subtracted -1.014 meV
3D well: sqrt(2 V0) s = 1.1456 (bound if > pi/2)
3D exact Re(G-G0) 0.003704 /(eV A^3)
3D Ec 800 eV: raw integral -0.18694 /(eV A^3)
  subtracted error 5.894e-04, law 6.021e-04 /(eV A^3)
3D Ec 3200 eV: raw integral -0.38062 /(eV A^3)
  subtracted error 3.064e-04, law 3.011e-04 /(eV A^3)
3D raw growth / divergence law: 1.00524
\end{verbatim}
